# Vacancy formation energy: pair potentials versus many-body bonding: test program

```python
"""Vacancy formation energy of an elemental crystal.

Result under test: Ev = E(N-1) - ((N-1)/N) E(N).
 * pair potential, unrelaxed, large cell:  Ev = Ecoh
 * second-moment bonding, nearest neighbours, zero pressure:
   Ev/Ecoh = (g - q/p)/(1 - q/p),  g = Z (1 - sqrt(1 - 1/Z))
N: atoms per perfect cell; Ecoh = -E(N)/N with free atoms at zero energy;
Z: number of nearest neighbours; p, q: decay constants of the repulsion and
of the bond energy.  Energies in hartree and lengths in bohr, except for the
tight-binding band, whose energies are in units of the hopping t.
"""
from itertools import product
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize, check_grad

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
SPACING = 5.0
ECOH = 0.12
NEAR = 1.2 * SPACING
FAR = 3.2 * SPACING


def fcc_cell(m):
    a = np.sqrt(2.0) * SPACING
    basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    corners = np.array(list(product(range(m), repeat=3)), float)
    return a * (corners[:, None] + basis[None]).reshape(-1, 3), m * a


def find_bonds(pos, length, cutoff):
    """All directed bonds (i, j, vector), periodic images included."""
    reach = int(cutoff / length) + 1
    first, second, vectors = [], [], []
    for shift in product(range(-reach, reach + 1), repeat=3):
        vec = pos[None] - pos[:, None] + length * np.array(shift)
        r = np.linalg.norm(vec, axis=2)
        i, j = np.nonzero((r > 1e-6) & (r < cutoff))
        first.append(i)
        second.append(j)
        vectors.append(vec[i, j])
    return (np.concatenate(first), np.concatenate(second),
            np.concatenate(vectors))


def energy_gradient(u, bonds, n, model, scale=1.0):
    """Energy and gradient for displacements u on a fixed bond network."""
    i, j, vec = bonds
    u = np.reshape(u, (n, 3))
    v = scale * vec + u[j] - u[i]
    r = np.linalg.norm(v, axis=1)
    phi, dphi, f, df, amplitude = model(r)
    energy = 0.5 * phi.sum()
    slope = 0.5 * dphi
    if amplitude:
        rho = np.bincount(i, f, minlength=n)
        energy -= amplitude * np.sqrt(rho).sum()
        slope = slope - 0.5 * amplitude * df / np.sqrt(rho[i])
    pull = (slope / r)[:, None] * v
    grad = np.array([np.bincount(j, pull[:, c], minlength=n)
                     - np.bincount(i, pull[:, c], minlength=n)
                     for c in range(3)]).T
    return energy, grad.ravel()


def lennard_jones(cutoff):
    """Pair model with zero pressure at SPACING and cohesive energy ECOH."""
    pos, length = fcc_cell(3)
    i, _, vec = find_bonds(pos, length, cutoff)
    x = np.linalg.norm(vec[i == 0], axis=1) / SPACING
    s6, s12 = (x**-6).sum(), (x**-12).sum()
    sigma6 = s6 / s12 * SPACING**6
    depth = 2 * ECOH * s12 / s6**2

    def model(r):
        y = sigma6 / r**6
        return (depth * (y * y - 2 * y), -12 * depth * (y * y - y) / r,
                None, None, 0.0)
    return model


def second_moment(p, q):
    bond = ECOH / (1 - q / p)
    repulsion = bond * q / p

    def model(r):
        x = r / SPACING - 1
        phi = repulsion / 6 * np.exp(-p * x)
        f = np.exp(-2 * q * x)
        return (phi, -p / SPACING * phi, f, -2 * q / SPACING * f,
                bond / np.sqrt(12))
    return model


def vacancy(m, cutoff, model, relax=False):
    pos, length = fcc_cell(m)
    n = len(pos)
    full = energy_gradient(np.zeros(3 * n),
                           find_bonds(pos, length, cutoff), n, model)[0]
    left = pos[1:]
    bonds = find_bonds(left, length, cutoff)
    start = np.zeros(3 * (n - 1))
    e0, g0 = energy_gradient(start, bonds, n - 1, model)
    out = {"N": n, "ecoh": -full / n, "removal": e0 - full,
           "ev": e0 - (n - 1) / n * full, "force": abs(g0).max()}
    if relax:
        res = minimize(energy_gradient, start, args=(bonds, n - 1, model),
                       jac=True, method="L-BFGS-B",
                       options={"ftol": 1e-15, "gtol": 1e-7, "maxiter": 2000})
        assert abs(res.jac).max() < 1e-5
        u = res.x.reshape(-1, 3)
        assert np.linalg.norm(u, axis=1).max() < 0.1 * SPACING
        away = left - length * np.round(left / length)
        dist = np.linalg.norm(away, axis=1)
        near = dist < NEAR
        assert near.sum() == 12
        out["relaxed"] = res.fun - (n - 1) / n * full
        out["outward"] = np.mean((u[near] * away[near]).sum(1) / dist[near])
    return out


P, Q = 10.0, 2.5
pair_far, pair_near = lennard_jones(FAR), lennard_jones(NEAR)
many = second_moment(P, Q)

# Zero pressure and the requested cohesive energy, from explicit cells.
pos, length = fcc_cell(3)
for model, cutoff in ((pair_far, FAR), (pair_near, NEAR), (many, NEAR)):
    b = find_bonds(pos, length, cutoff)
    z = np.zeros(3 * len(pos))
    h = 1e-4
    ep, em = (energy_gradient(z, b, len(pos), model, 1 + s)[0]
              for s in (h, -h))
    assert abs((ep - em) / (2 * h * len(pos))) < 1e-5
    assert abs(energy_gradient(z, b, len(pos), model)[0] / len(pos)
               + ECOH) < 1e-10

# Analytic gradient against finite differences at a distorted geometry.
small, small_length = fcc_cell(2)
small_bonds = find_bonds(small[1:], small_length, NEAR)
trial = np.random.default_rng(1).normal(0, 0.05, 3 * (len(small) - 1))
for model in (pair_near, many):
    args = (small_bonds, len(small) - 1, model)
    assert check_grad(lambda u: energy_gradient(u, *args)[0],
                      lambda u: energy_gradient(u, *args)[1], trial) < 1e-5

# Pair bonding: equality, removal cost, image term and relaxation.
pair = vacancy(3, FAR, pair_far, relax=True)
assert abs(pair["ev"] - pair["ecoh"]) < 1e-10
assert abs(pair["removal"] - 2 * pair["ecoh"]) < 1e-10
assert 0.9 * ECOH < pair["relaxed"] < pair["ev"]
pair_small = vacancy(2, FAR, pair_far)
image_term = 0.5 * 6 * pair_far(np.array([small_length]))[0][0]
assert abs(image_term) > 1e-6
assert abs(pair_small["ev"] - pair_small["ecoh"] - image_term) < 1e-10
pair_short = vacancy(3, NEAR, pair_near)
assert abs(pair_short["ev"] - ECOH) < 1e-10 and pair_short["force"] < 1e-10

# Second-moment bonding: explicit cells against the closed formula.
def saturation(Z):
    return Z * (1 - np.sqrt(1 - 1 / Z))


g12, g6 = saturation(12), saturation(6)
assert abs(saturation(1000.0) - 0.5 - 1 / 8000) < 1e-6
ratios = {}
for qp in (0.2, 0.25, 1 / 3, 0.55):
    direct = vacancy(3, NEAR, second_moment(P, P * qp))
    ratios[qp] = direct["ev"] / direct["ecoh"]
    assert abs(ratios[qp] - (g12 - qp) / (1 - qp)) < 1e-9
assert ratios[0.55] < 0 < ratios[1 / 3] < ratios[0.25] < ratios[0.2] < 1
mb = vacancy(3, NEAR, many, relax=True)
mb_large = vacancy(4, NEAR, many, relax=True)
for v in (mb, mb_large):
    assert 0 < v["relaxed"] < v["ev"] < 0.5 * ECOH
assert abs(mb["relaxed"] - mb_large["relaxed"]) < 0.05 * mb["ev"]

# Adding an atom at a kink of a half-crystal must release exactly Ecoh.
primitive = SPACING / np.sqrt(2) * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
half = [s for s in product(range(-3, 4), repeat=3) if s < (0, 0, 0)]
without = np.array(half) @ primitive
with_atom = np.vstack([without, np.zeros(3)])
bonds_with = find_bonds(with_atom, 1e4, NEAR)
bonds_without = find_bonds(without, 1e4, NEAR)
kink_neighbours = int((bonds_with[0] == len(without)).sum())
assert kink_neighbours == 6
kink = []
for model in (pair_near, many):
    e1 = energy_gradient(np.zeros(with_atom.size), bonds_with,
                         len(with_atom), model)[0]
    e2 = energy_gradient(np.zeros(without.size), bonds_without,
                         len(without), model)[0]
    kink.append(e2 - e1)
    assert abs(kink[-1] - ECOH) < 1e-10


# Half-filled simple cubic s band with and without a vacancy.
def band_matrix(size, signs):
    total = np.zeros((size**3, size**3))
    one = np.eye(size)
    for axis, sign in enumerate(signs):
        ring = np.zeros((size, size))
        for n in range(size):
            k = (n + 1) % size
            ring[n, k] = ring[k, n] = -1.0 if k else -sign
        parts = [one, one, one]
        parts[axis] = ring
        total += np.kron(np.kron(parts[0], parts[1]), parts[2])
    return total


def filled_energy(levels, electrons):
    pairs = electrons // 2
    return 2 * levels[:pairs].sum() + (electrons % 2) * levels[pairs]


def band_vacancy(size):
    """Average over periodic and antiperiodic boundaries, one electron/atom."""
    n = size**3
    e_full = e_vac = 0.0
    for flips, weight in enumerate((1, 3, 3, 1)):
        H = band_matrix(size, [-1] * flips + [1] * (3 - flips))
        e_full += weight / 8 * filled_energy(np.linalg.eigvalsh(H), n)
        e_vac += weight / 8 * filled_energy(
            np.linalg.eigvalsh(H[1:, 1:]), n - 1)
    return -e_full / n, e_vac - (n - 1) / n * e_full


band = {size: band_vacancy(size) for size in (6, 8, 10)}
band_ratio = {size: ev / eb for size, (eb, ev) in band.items()}
assert abs(band_ratio[10] - band_ratio[8]) < 0.05   # finite-cell scatter
assert abs(band_ratio[10] - g6) < 0.1               # approximate model

H_vac = band_matrix(6, [1, 1, 1])[1:, 1:]
moments = np.diag(H_vac @ H_vac)
assert np.sum(np.isclose(moments, 5)) == 6
assert np.sum(np.isclose(moments, 6)) == len(H_vac) - 6
levels, states = np.linalg.eigh(H_vac)
occupation = np.where(abs(levels) < 1e-8, 1.0, 1.0 - np.sign(levels))
populations = (states**2) @ occupation
charge_error = abs(populations - 1).max()
assert charge_error < 1e-8


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Nearest-neighbour distance", SPACING, "bohr", 2)
show("Cohesive energy, both models", ECOH, "hartree")
show("Cohesive energy, both models", ECOH * HARTREE_EV, "eV", 3)
print("PAIR MODEL (Lennard-Jones, fcc)")
show("Interaction cutoff / spacing", FAR / SPACING, "", 2)
print("Atoms in perfect cell:", pair["N"])
show("Bare removal energy E(N-1)-E(N)", pair["removal"], "hartree")
show("Unrelaxed Ev", pair["ev"], "hartree")
show("Relaxed Ev", pair["relaxed"], "hartree")
show("Relaxed Ev / Ecoh", pair["relaxed"] / ECOH, "", 4)
show("Unrelaxed Ev, 32-atom cell", pair_small["ev"], "hartree", 6)
show("Image term, 32-atom cell", image_term, "hartree", 6)
show("Nearest-neighbour-only pair Ev", pair_short["ev"], "hartree")
print(f"Its largest force component: {pair_short['force']:.1e} hartree/bohr")
print("SECOND-MOMENT MODEL (fcc)")
show("p", P, "", 1)
show("q", Q, "", 1)
show("Bond energy B per atom", ECOH / (1 - Q / P), "hartree")
show("Repulsion R per atom", ECOH * Q / P / (1 - Q / P), "hartree")
show("g for Z=12", g12)
show("Bare removal energy E(N-1)-E(N)", mb["removal"], "hartree")
show("Unrelaxed Ev", mb["ev"], "hartree")
show("Unrelaxed Ev", mb["ev"] * HARTREE_EV, "eV", 3)
show("Unrelaxed Ev / Ecoh", mb["ev"] / ECOH, "", 4)
for v in (mb, mb_large):
    show(f"Relaxed Ev, N={v['N']}", v["relaxed"], "hartree")
    show(f"Outward neighbour shift, N={v['N']}",
         100 * v["outward"] / SPACING, "% of spacing", 3)
show("Relaxed Ev, larger cell", mb_large["relaxed"] * HARTREE_EV, "eV", 3)
show("Relaxed Ev / Ecoh, larger cell", mb_large["relaxed"] / ECOH, "", 4)
for qp, ratio in ratios.items():
    show(f"Unrelaxed Ev / Ecoh at q/p={qp:.3f}", ratio, "", 4)
print("KINK SITE")
print("Neighbours of the added atom:", kink_neighbours)
show("Energy released, pair model", kink[0], "hartree")
show("Energy released, second-moment model", kink[1], "hartree")
print("TIGHT-BINDING BAND (simple cubic, half filled)")
for size, (eb, ev) in band.items():
    print(f"N={size**3}: bond energy {eb:.4f} t, Ev {ev:.4f} t, "
          f"ratio {band_ratio[size]:.4f}")
show("Second-moment ratio g for Z=6", g6, "", 4)
print(f"Largest deviation from neutrality: {charge_error:.1e} electrons")
print("PASS")
```

Printed output:

```
Nearest-neighbour distance: 5.00 bohr
Cohesive energy, both models: 0.12000 hartree
Cohesive energy, both models: 3.265 eV
PAIR MODEL (Lennard-Jones, fcc)
Interaction cutoff / spacing: 3.20
Atoms in perfect cell: 108
Bare removal energy E(N-1)-E(N): 0.24000 hartree
Unrelaxed Ev: 0.12000 hartree
Relaxed Ev: 0.11853 hartree
Relaxed Ev / Ecoh: 0.9877
Unrelaxed Ev, 32-atom cell: 0.119803 hartree
Image term, 32-atom cell: -0.000197 hartree
Nearest-neighbour-only pair Ev: 0.12000 hartree
Its largest force component: 0.0e+00 hartree/bohr
SECOND-MOMENT MODEL (fcc)
p: 10.0
q: 2.5
Bond energy B per atom: 0.16000 hartree
Repulsion R per atom: 0.04000 hartree
g for Z=12: 0.51087
Bare removal energy E(N-1)-E(N): 0.16174 hartree
Unrelaxed Ev: 0.04174 hartree
Unrelaxed Ev: 1.136 eV
Unrelaxed Ev / Ecoh: 0.3478
Relaxed Ev, N=108: 0.04159 hartree
Outward neighbour shift, N=108: -0.249 % of spacing
Relaxed Ev, N=256: 0.04157 hartree
Outward neighbour shift, N=256: -0.280 % of spacing
Relaxed Ev, larger cell: 1.131 eV
Relaxed Ev / Ecoh, larger cell: 0.3464
Unrelaxed Ev / Ecoh at q/p=0.200: 0.3886
Unrelaxed Ev / Ecoh at q/p=0.250: 0.3478
Unrelaxed Ev / Ecoh at q/p=0.333: 0.2663
Unrelaxed Ev / Ecoh at q/p=0.550: -0.0869
KINK SITE
Neighbours of the added atom: 6
Energy released, pair model: 0.12000 hartree
Energy released, second-moment model: 0.12000 hartree
TIGHT-BINDING BAND (simple cubic, half filled)
N=216: bond energy 1.9937 t, Ev 0.9090 t, ratio 0.4559
N=512: bond energy 2.0015 t, Ev 0.9538 t, ratio 0.4766
N=1000: bond energy 2.0030 t, Ev 0.9519 t, ratio 0.4752
Second-moment ratio g for Z=6: 0.5228
Largest deviation from neutrality: 1.1e-15 electrons
PASS
```
